# Macroscopic dielectric constant from a two-by-two microscopic dielectric matrix: a numerical check

```python
# Result under test: for the symmetrised dielectric matrix [[12, 1], [1, 3]]
# the macroscopic constant is eps_M = 1/(inverse matrix)_00 = 35/3 = 11.67.
# Index 0: macroscopic component; index 1: one standing wave of the lattice.
# head = entry 00, wing = entry 01, body = entry 11. All are dimensionless.
# Silicon-like inputs (gap, lattice constant, etc.) are rough typical values.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar


def macroscopic(matrix):
    """External over total macroscopic potential, from a linear solve."""
    source = np.zeros(len(matrix))
    source[0] = 1.0
    return 1.0 / np.linalg.solve(matrix, source)[0].real


eps = np.array([[12.0, 1.0], [1.0, 3.0]])
head, wing, body = eps[0, 0], eps[0, 1], eps[1, 1]
eps_m = macroscopic(eps)
correction = -wing**2 / body
assert abs(eps_m - (head + correction)) < 1e-12
assert abs(eps_m - 35 / 3) < 1e-12
eigenvalues = np.linalg.eigvalsh(eps)
assert eigenvalues[0] > 0
assert np.min(np.abs(eigenvalues - eps_m)) > 0.1

# The definition tested on a layered medium: uniform D gives a harmonic mean.
def layer_eps(x):
    return 7 + 4 * np.cos(x) + np.sin(2 * x)


samples = 256
coefficients = np.fft.fft(layer_eps(2 * np.pi * np.arange(samples) / samples))
coefficients /= samples
waves = np.arange(-30, 31)
waves = waves[np.argsort(np.abs(waves), kind="stable")]
signs = np.sign(waves + 0.01)
layer_matrix = coefficients[(waves[:, None] - waves[None, :]) % samples]
layer_matrix = signs[:, None] * layer_matrix * signs[None, :]
layer_macro = macroscopic(layer_matrix)
mean_inverse = quad(lambda x: 1 / layer_eps(x), 0, 2 * np.pi)[0] / (2 * np.pi)
assert abs(layer_macro - 1 / mean_inverse) < 1e-7
assert abs(layer_matrix[0, 0].real - layer_macro) > 0.5

# Energy at fixed macroscopic field, minimised over the standing-wave amplitude.
def quadratic_form(y):
    vector = np.array([1.0, y])
    return vector @ eps @ vector


minimum = minimize_scalar(quadratic_form)
amplitude = -wing / body
assert abs(minimum.fun - eps_m) < 1e-9
assert abs(minimum.x - amplitude) < 1e-6

# Removing the Coulomb symmetrisation leaves the macroscopic constant unchanged.
scaling = np.diag([1.0, 2.7])
unsymmetrised = scaling @ eps @ np.linalg.inv(scaling)
assert abs(unsymmetrised[0, 1] - unsymmetrised[1, 0]) > 1
assert abs(macroscopic(unsymmetrised) - eps_m) < 1e-12

# More waves never raise the constant when the matrix is positive definite.
rng = np.random.default_rng(4)
for trial in range(100):
    factor = rng.normal(size=(6, 6))
    positive = factor @ factor.T + 0.5 * np.eye(6)
    sequence = [macroscopic(positive[:k, :k]) for k in range(1, 7)]
    assert np.all(np.diff(sequence) <= 1e-9)
    schur = positive[0, 0] - positive[0, 1:] @ np.linalg.solve(
        positive[1:, 1:], positive[1:, 0])
    assert abs(schur - sequence[-1]) < 1e-8
assert macroscopic(np.array([[12.0, 1.0], [1.0, -3.0]])) > head

# Three plane waves 0, G, -G: real-space solution at uniform displacement D.
w3 = wing / np.sqrt(2)
b3, c3 = 3.2, 0.2
three = np.array([[head, w3, -w3], [w3, b3, c3], [-w3, c3, b3]])
assert abs(macroscopic(three) - eps_m) < 1e-12
field_sign = np.diag([1.0, 1.0, -1.0])
field_matrix = field_sign @ three @ field_sign
points = 24
grid = 2 * np.pi * np.arange(points) / points
plane = np.exp(1j * np.outer(grid, [0, 1, -1])) / np.sqrt(points)
kernel = np.eye(points) + plane @ (field_matrix - np.eye(3)) @ plane.conj().T
field = np.linalg.solve(kernel, np.ones(points))
assert np.max(np.abs(field.imag)) < 1e-12
field = field.real
assert abs(1 / field.mean() - eps_m) < 1e-10
relative_field = field / field.mean()
modulation = np.sqrt(2) * abs(amplitude)
assert np.allclose(relative_field, 1 - modulation * np.cos(grid), atol=1e-10)

# Scaling of the independent-particle response with transition/photon energy.
gap = 4.0          # eV, rough mean transition energy of silicon
gap_shift = 0.1    # eV, chosen error
wavelength = 1550.0  # nm
photon = const.h * const.c / const.e / (wavelength * 1e-9)


def response_scale(transition, frequency):
    return gap * transition / (transition**2 - frequency**2)


def propagated_dipole(transition, frequency):
    """Dipole per field of a slowly driven two-level system (hbar = 1)."""
    strength, ramp = 1e-3, 100.0
    end = 20 * 2 * np.pi / photon

    def derivative(t, c):
        envelope = np.sin(np.pi * t / (2 * ramp))**2 if t < ramp else 1.0
        drive = strength * envelope * np.cos(frequency * t)
        return [1j * drive * c[1], -1j * (transition * c[1] - drive * c[0])]

    result = solve_ivp(derivative, (0, end), [1 + 0j, 0j], method="DOP853",
                       rtol=1e-9, atol=1e-12)
    c = result.y[:, -1]
    return 2 * (np.conj(c[0]) * c[1]).real / strength


static_dipole = propagated_dipole(gap, 0.0)
for case in [(gap, photon), (gap + gap_shift, 0.0)]:
    ratio = propagated_dipole(*case) / static_dipole
    # the finite switching time leaves a relative ripple below 1e-3
    assert abs(ratio - response_scale(*case)) < 1e-3

response = np.eye(2) - eps
eps_photon = np.eye(2) - response * response_scale(gap, photon)
macro_photon = macroscopic(eps_photon)
macro_gap = macroscopic(
    np.eye(2) - response * response_scale(gap + gap_shift, 0.0))
index_head = np.sqrt(eps_photon[0, 0])
index_macro = np.sqrt(macro_photon)
pi_length = wavelength / (2 * (index_head - index_macro)) / 1000

# One further standing wave with chosen entries.
extra_wing, extra_body, extra_coupling = 0.5, 2.0, 0.3
larger = np.array([[head, wing, extra_wing],
                   [wing, body, extra_coupling],
                   [extra_wing, extra_coupling, extra_body]])
assert np.linalg.eigvalsh(larger)[0] > 0
macro_larger = macroscopic(larger)

# Local exchange at the mean valence density, in Hartree atomic units.
lattice_nm = 0.543  # rough silicon lattice constant
lattice = lattice_nm * 1e-9 / const.physical_constants["Bohr radius"][0]
density = 32 / lattice**3
exchange_c = 0.75 * (3 / np.pi)**(1 / 3)
exchange_kernel = -4 / 9 * exchange_c * density**(-2 / 3)
def exchange_energy(n):
    return -exchange_c * n**(4 / 3)


step = density * 1e-3
second_difference = (exchange_energy(density + step)
                     - 2 * exchange_energy(density)
                     + exchange_energy(density - step)) / step**2
assert abs(second_difference / exchange_kernel - 1) < 1e-5
g_length = np.sqrt(3) * 2 * np.pi / lattice
coulomb = 4 * np.pi / g_length**2
kernel_ratio = exchange_kernel / coulomb
interaction = np.diag([1.0, 1 + kernel_ratio])
full_response = np.linalg.solve(np.eye(2) - response @ interaction, response)
macro_exchange = 1 / (1 + full_response[0, 0])
g_factor = 1 + kernel_ratio
exchange_formula = head - wing**2 * g_factor / (1 + (body - 1) * g_factor)
assert abs(macro_exchange - exchange_formula) < 1e-10

# Heating and microscopic fields.
thermo_optic, heating = 2e-4, 100.0  # rough 1/K, chosen K
index_static = np.sqrt(eps_m)
thermal_change = (index_static + thermo_optic * heating)**2 - eps_m
external_field = 1.0   # MV/cm, chosen
breakdown = 0.3        # MV/cm, rough silicon value
mean_field = external_field / eps_m
assert mean_field < breakdown

print(f"head, wing, body (dimensionless): {head:.0f}, {wing:.0f}, {body:.0f}")
print(f"determinant (dimensionless): {np.linalg.det(eps):.4f}")
print(f"inverse entry 00 (dimensionless): {np.linalg.inv(eps)[0, 0]:.6f}")
print(f"standing-wave amplitude u1/u0 (dimensionless): {amplitude:.4f}")
print(f"local-field correction (dimensionless): {correction:.4f}")
print(f"macroscopic constant (dimensionless): {eps_m:.4f}")
print(f"correction relative to head: {100 * correction / head:.2f} %")
print(f"eigenvalues (dimensionless): {eigenvalues[0]:.3f}, {eigenvalues[1]:.3f}")
print(f"layered test, matrix result (dimensionless): {layer_macro:.5f}")
print(f"layered test, harmonic mean (dimensionless): {1 / mean_inverse:.5f}")
print(f"layered test, head alone: {layer_matrix[0, 0].real:.5f}")
print(f"index without local fields, static: {np.sqrt(head):.4f}")
print(f"index with local fields, static: {index_static:.4f}")
print(f"field modulation / mean field (dimensionless): {modulation:.4f}")
print(f"external field, chosen: {external_field:.2f} MV/cm")
print(f"mean internal field: {mean_field:.4f} MV/cm")
print(f"lowest local field: {mean_field * relative_field.min():.4f} MV/cm")
print(f"highest local field: {mean_field * relative_field.max():.4f} MV/cm")
print(f"rough breakdown field: {breakdown:.1f} MV/cm")
print(f"mean field / breakdown field: {mean_field / breakdown:.2f}")
print(f"wavelength: {wavelength:.0f} nm")
print(f"photon energy: {photon:.4f} eV")
print(f"rough transition energy: {gap:.1f} eV")
print(f"response scale at this wavelength: {response_scale(gap, photon):.4f}")
print(f"head at this wavelength: {eps_photon[0, 0]:.4f}")
print(f"macroscopic constant at this wavelength: {macro_photon:.4f}")
print(f"index from head at this wavelength: {index_head:.4f}")
print(f"index with local fields at this wavelength: {index_macro:.4f}")
print(f"path for phase error pi: {pi_length:.2f} um")
print(f"change by dispersion: {macro_photon - eps_m:+.3f}")
print(f"transition-energy error, chosen: {gap_shift:.1f} eV")
print(f"change by transition-energy error: {macro_gap - eps_m:+.3f}")
print(f"extra wave wing, body, coupling: {extra_wing}, {extra_body}, "
      f"{extra_coupling}")
print(f"change by extra wave: {macro_larger - eps_m:+.3f}")
print(f"rough lattice constant: {lattice_nm:.3f} nm")
print(f"mean valence density: {density:.5f} bohr^-3")
print(f"shortest reciprocal vector: {g_length:.4f} bohr^-1")
print(f"exchange kernel: {exchange_kernel:.3f} hartree bohr^3")
print(f"Coulomb kernel: {coulomb:.3f} hartree bohr^3")
print(f"exchange/Coulomb ratio (dimensionless): {kernel_ratio:.4f}")
print(f"constant with local exchange: {macro_exchange:.4f}")
print(f"change by local exchange: {macro_exchange - eps_m:+.3f}")
print(f"rough thermo-optic coefficient: {thermo_optic:.0e} K^-1")
print(f"heating, chosen: {heating:.0f} K")
print(f"change by heating: {thermal_change:+.3f}")
print("done: every assertion held")
```

Running it gives:

```
head, wing, body (dimensionless): 12, 1, 3
determinant (dimensionless): 35.0000
inverse entry 00 (dimensionless): 0.085714
standing-wave amplitude u1/u0 (dimensionless): -0.3333
local-field correction (dimensionless): -0.3333
macroscopic constant (dimensionless): 11.6667
correction relative to head: -2.78 %
eigenvalues (dimensionless): 2.890, 12.110
layered test, matrix result (dimensionless): 5.60558
layered test, harmonic mean (dimensionless): 5.60558
layered test, head alone: 7.00000
index without local fields, static: 3.4641
index with local fields, static: 3.4157
field modulation / mean field (dimensionless): 0.4714
external field, chosen: 1.00 MV/cm
mean internal field: 0.0857 MV/cm
lowest local field: 0.0453 MV/cm
highest local field: 0.1261 MV/cm
rough breakdown field: 0.3 MV/cm
mean field / breakdown field: 0.29
wavelength: 1550 nm
photon energy: 0.7999 eV
rough transition energy: 4.0 eV
response scale at this wavelength: 1.0417
head at this wavelength: 12.4582
macroscopic constant at this wavelength: 12.1063
index from head at this wavelength: 3.5296
index with local fields at this wavelength: 3.4794
path for phase error pi: 15.44 um
change by dispersion: +0.440
transition-energy error, chosen: 0.1 eV
change by transition-energy error: -0.257
extra wave wing, body, coupling: 0.5, 2.0, 0.3
change by extra wave: -0.081
rough lattice constant: 0.543 nm
mean valence density: 0.02962 bohr^-3
shortest reciprocal vector: 1.0606 bohr^-1
exchange kernel: -3.429 hartree bohr^3
Coulomb kernel: 11.172 hartree bohr^3
exchange/Coulomb ratio (dimensionless): -0.3069
constant with local exchange: 11.7095
change by local exchange: +0.043
rough thermo-optic coefficient: 2e-04 K^-1
heating, chosen: 100 K
change by heating: +0.137
done: every assertion held
```
